\section*{Why Band Filling Distorts Shallow-Donor Formation Energies in Supercells}

\section{The question}

A neutral shallow donor is placed in a supercell, and its formation energy is computed from the total energy. The answer changes by tenths of an electronvolt when the $k$-point mesh is changed, although the donor binds its electron by only some tens of millielectronvolts. Why does this happen, does a denser mesh cure it, and what does the energy describe once band filling has been subtracted?

\section{The mechanism: the cell is smaller than the donor}

In an isotropic parabolic band of mass $m^*$, in a medium of relative permittivity $\varepsilon_r$, the isolated donor has the radius and binding energy
\begin{equation}
a^*=\frac{4\pi\varepsilon_0\varepsilon_r\hbar^2}{m^*e^2},\qquad
R^*=\frac{\hbar^2}{2m^*a^{*2}}=\frac{e^2}{8\pi\varepsilon_0\varepsilon_r a^*}.
\label{eq:units}
\end{equation}
Take the round model values $m^*=0.25\,m_e$ and $\varepsilon_r=10$. Then $a^*=21.2$~\AA\ and $R^*=34.0$~meV. A cubic cell of edge $L=12$~\AA\ has $L/a^*=0.567$, so the donor orbital would extend over many cells. The periodic images overlap strongly, and the donor electron occupies a dispersive band. One electron per cell is a density $1/L^3\approx5.8\times10^{20}$~cm$^{-3}$: the calculation describes a degenerately doped crystal.

The $k$ mesh samples this band. It cannot lower the electron density, which is set by $L$. A denser mesh therefore gives a better energy for the doped crystal, not for an isolated donor.

\section{From the total energy to the band-filling term}

The formation energy in charge state $q$ is
\begin{equation}
E_f(D^q)=E_{\rm tot}(D^q)-E_{\rm host}-\sum_i n_i\mu_i+qE_F ,
\end{equation}
where $n_i$ atoms of chemical potential $\mu_i$ have been added and $E_F$ is the Fermi level. As reference take an isolated ionized donor with its electron at the conduction-band minimum $E_c$, that is, $E_f(D^+)$ at $E_F=E_c$. The host energy and the chemical potentials cancel from the difference between the neutral cell and this reference. Call that difference $\Delta E$. For a truly isolated neutral donor it should be $-R^*$.

To find $\Delta E$, treat the donor as a point charge and its electron in the effective-mass and Hartree approximations, with spin-paired occupations. Exchange and correlation beyond what the host band contains, central-cell effects and lattice relaxation are left out. Set $E_c=0$ when the cell average of the electrostatic potential is zero.

Let $\Omega=L^3$, let $\mathbf G$ be the reciprocal vectors of the supercell, and define
\begin{equation}
n_{\mathbf G}=\int_\Omega n(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r,\qquad
u_G=\frac{e^2}{\varepsilon_0\varepsilon_r\Omega G^2}.
\end{equation}
One electron per cell means $n_{\mathbf 0}=1$. With the donor at an inversion centre, $n_{\mathbf G}$ is real and $n_{-\mathbf G}=n_{\mathbf G}$. The donor attracts the electron, with Fourier components $-u_G$, and the electron density repels it, with components $u_Gn_{\mathbf G}$. The potential energy of an electron is thus
\begin{equation}
V_{\mathbf G}=u_G(n_{\mathbf G}-1)\quad(\mathbf G\ne0),\qquad V_{\mathbf 0}=0 .
\label{eq:potential}
\end{equation}

Let $T$ be the kinetic energy per cell. The total energy, relative to the reference, is
\begin{equation}
\Delta E=T-\sum_{\mathbf G\ne0}u_Gn_{\mathbf G}
+\underbrace{\frac12\sum_{\mathbf G\ne0}u_Gn_{\mathbf G}^2}_{E_H}+E_{\rm ion}.
\label{eq:total}
\end{equation}
The factor $1/2$ counts each electron--electron interaction once. The term $E_{\rm ion}$ is the energy of the donor lattice in a uniform compensating background. It appears in the neutral cell because the mean electron density, the $\mathbf G=0$ part, acts as just such a background.

Now add up the occupied eigenvalues. With mesh weights $w_{\mathbf k}$ and occupations $f_{n\mathbf k}$ between 0 and 2, define the band-filling energy
\begin{equation}
F=\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}
(\varepsilon_{n\mathbf k}-E_c),\qquad
\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}=1 .
\label{eq:F}
\end{equation}
Each eigenvalue is a kinetic expectation value plus an expectation value of $V$. Since $\int_\Omega Vn\,d^3r=\sum_{\mathbf G}V_{\mathbf G}n_{-\mathbf G}$, equation~(\ref{eq:potential}) gives
\begin{align}
F&=T+\sum_{\mathbf G\ne0}u_G(n_{\mathbf G}-1)n_{\mathbf G}\nonumber\\
&=T-\sum_{\mathbf G\ne0}u_Gn_{\mathbf G}+2E_H .
\end{align}
Subtracting this from equation~(\ref{eq:total}) leaves
\begin{equation}
\Delta E-F=E_{\rm ion}-E_H .
\label{eq:identity}
\end{equation}
Within this mean-field model the identity holds for any mesh at self-consistency. The mesh dependence of the total energy sits in $F$, apart from that of $E_H$. The latter is quadratic in the nonuniformity of the electron density, and so is small when the electron is spread over the cell.

\section{What remains is the energy of a charged cell}

Let $\phi$ be the zero-mean potential of the donor lattice and its background, with the donor's own Coulomb potential removed at its site. The electrostatic energy is half the charge times the potential. The uniform background contributes nothing, because $\phi$ averages to zero, so $E_{\rm ion}=e\phi(0)/2$. An Ewald sum for the simple cubic lattice gives $\phi(0)=-\alpha e/(4\pi\varepsilon_0\varepsilon_rL)$ with $\alpha=2.8373$. Using equation~(\ref{eq:units}),
\begin{equation}
E_{\rm ion}=-\frac{\alpha e^2}{8\pi\varepsilon_0\varepsilon_rL}
=-\alpha R^*\frac{a^*}{L}\equiv-E_{\rm im}.
\label{eq:image}
\end{equation}
The sign is negative because the donor lies inside background charge of the opposite sign.

This is also the finite-size error of a $D^+$ supercell in a uniform background. After band filling is removed, the neutral cell is therefore equivalent, apart from $E_H$, to an uncorrected charged cell with its electron at $E_c$. It needs the same image correction:
\begin{equation}
\Delta E-F+E_{\rm im}=-E_H .
\end{equation}
The result approaches the reference, $\Delta E=0$. It does not approach $-R^*$, since the small cell contains no isolated bound state. The binding energy must come from effective-mass theory or from a treatment of much larger cells.

\section{How each mesh fills the band}

To leading order the bands are free-electron bands. The counts below assume a single valley with its minimum at $\Gamma$. With $g$ equivalent isotropic valleys the dense-limit $F$ falls as $g^{-2/3}$, and a minimum that does not fold onto $\Gamma$ gives $F>0$ even with $\Gamma$ alone. The natural energy is that of the centre of a zone face,
\begin{equation}
E_X=\frac{\hbar^2}{2m^*}\left(\frac{\pi}{L}\right)^2
=\pi^2R^*\left(\frac{a^*}{L}\right)^2 .
\end{equation}
For $L=12$~\AA\ this is 1.0445~eV. One band at one mesh point can hold $2w_{\mathbf k}$ electrons.

\textit{$\Gamma$ alone.} The single point has room for two electrons, and the donor electron sits at the band bottom. Hence $F=0$ to leading order.

\textit{The $\Gamma$-centred $2\times2\times2$ mesh.} Each of the eight points can hold $1/4$ electron in its lowest band, so one electron fills four of them. The $\Gamma$ point takes $1/4$, and the three $X$ points take the remaining $3/4$, so $F=\frac34E_X=0.783$~eV. At $X$ the waves with $k_x=\pm\pi/L$ are degenerate, and the potential splits them by first-order mixing into $E_X\pm|V_{\mathbf G}|$, with $G=2\pi/L$. The lower state is filled. Its density is proportional to $1+\cos(2\pi x/L)$, which gives $n_{\mathbf G}=1/2$ per electron. With $1/4$ electron in it, $n_{\mathbf G}=1/8$ and $|V_{\mathbf G}|=\frac78u_G$. Since $u_G=2R^*a^*/(\pi L)=38$~meV, the estimate becomes
\begin{equation}
F\simeq\tfrac34\left(E_X-\tfrac78u_G\right)=0.758~\mathrm{eV}.
\end{equation}

\textit{The shifted $2\times2\times2$ mesh.} Every point has components $\pm\pi/(2L)$, so $k^2=3(\pi/2L)^2=\frac34(\pi/L)^2$. Again $F=\frac34E_X$, but these points are away from the zone faces and have no first-order splitting.

\textit{The shifted $4\times4\times4$ mesh.} The components are $\pm\frac14$ and $\pm\frac34$ in units of $\pi/L$. The eight lowest points have energy $\frac3{16}E_X$ and hold $8\times2/64=\frac14$ electron. The next 24 have energy $\frac{11}{16}E_X$ and hold the other $\frac34$. Therefore
\begin{equation}
F=\left(\frac14\cdot\frac3{16}+\frac34\cdot\frac{11}{16}\right)E_X
=\frac9{16}E_X=0.588~\mathrm{eV}.
\end{equation}

\textit{The dense limit.} The occupied states fill a sphere of radius $k_F$:
\begin{equation}
1=2\,\frac{L^3}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}
\quad\Longrightarrow\quad k_F=\frac{(3\pi^2)^{1/3}}{L}.
\end{equation}
Here $k_FL/\pi=0.985$, so the sphere fits just inside the first zone. With $\varepsilon_F=\hbar^2k_F^2/(2m^*)$, the mean energy of the filled states gives
\begin{equation}
F=\varepsilon_F\,\frac{\int_0^{k_F}(k/k_F)^2k^2\,dk}
{\int_0^{k_F}k^2\,dk}
=\varepsilon_F\,\frac{k_F^3/5}{k_F^3/3}=\frac35\varepsilon_F .
\label{eq:gas}
\end{equation}
For the 12~\AA\ cell $\varepsilon_F=1.013$~eV and $F=0.608$~eV. Both $2\times2\times2$ meshes give $\frac34E_X$ to leading order, yet that is well above this value, so a small change between two meshes does not by itself show convergence.

Spin matters too. If a spin-polarized calculation puts one electron at every $k$ point, the lowest band of one spin is full. On a dense mesh the average of $k_x^2$ is that over the cubic zone, $(\pi/L)^2/3$; three directions give $F=E_X$, or 1.04~eV to leading order. With a common Fermi level instead, the polarized electrons spill into the second band and fill a sphere with $k_F=(6\pi^2)^{1/3}/L$, which gives $F=0.96$~eV. A coarse mesh can differ: the shifted $2\times2\times2$ mesh again gives $\frac34E_X$, because all its points have the same energy.

\section{The numbers}

The Hartree problem was solved self-consistently in plane waves, with a Fermi smearing of 1.5~meV. For $L=12$~\AA, in eV:

\begin{center}
\begin{tabular}{lrrr}
Mesh & $F$ & $\Delta E$ & $\Delta E-F$\\
\hline
$\Gamma$ only & $-0.003$ & $-0.173$ & $-0.170$\\
$2^3$, $\Gamma$-centred & $0.755$ & $0.583$ & $-0.173$\\
$2^3$, shifted & $0.780$ & $0.609$ & $-0.170$\\
$4^3$, shifted & $0.584$ & $0.413$ & $-0.170$\\
$12^3$, shifted & $0.605$ & $0.434$ & $-0.170$
\end{tabular}
\end{center}

The total energies spread over 0.78~eV. After $F$ is removed the spread is 2.3~meV. The common remainder is the image term of equation~(\ref{eq:image}): $2.8373\times34.0~\mathrm{meV}/0.567=170$~meV. Adding it back leaves $-2.4$~meV for the $\Gamma$-centred $2^3$ mesh and at most 0.1~meV in magnitude for the others.

That exception follows from the standing waves at $X$. Six vectors $\mathbf G$ carry $n_{\mathbf G}=1/8$, so $E_H\simeq\frac12\cdot6\cdot u_G/64=1.8$~meV. The self-consistent value is 2.4~meV; the estimate leaves out the further response of the waves to the donor.

The $\Gamma$-only result looks better than the rest because it hides band filling. Its $\Delta E=-0.173$~eV is still about five times the value $-R^*$ of an isolated donor, and comes almost entirely from the image term.

\section{How the energy depends on cell size}

Equations~(\ref{eq:identity}) and~(\ref{eq:gas}) give, on a dense mesh and to leading order for $L$ up to about $a^*$,
\begin{equation}
\Delta E\simeq\frac35(3\pi^2)^{2/3}R^*\left(\frac{a^*}{L}\right)^2
-\alpha R^*\frac{a^*}{L}.
\label{eq:size}
\end{equation}
The two errors have opposite signs and different powers of $L$. On the $12^3$ mesh, $F$ is 0.605, 0.338 and 0.148~eV for edges of 12, 16 and 24~\AA, while $E_{\rm im}$ is 0.170, 0.128 and 0.085~eV. Their difference, the uncorrected $\Delta E$, is 0.434, 0.210 and 0.063~eV.

This rapid fall is partly a cancellation. Scaling the 12~\AA\ values in equation~(\ref{eq:size}) puts the zero at $L=12\times0.608/0.170\approx43$~\AA. That is about $2a^*$, outside the range tabulated above. The neglected terms are only a few meV (4~meV at 24~\AA), but they matter where the two leading terms cancel and move the zero to about 40~\AA, so the figure only shows where the trend leads. A raw energy near zero there would not signify an isolated donor.

When $L\gg a^*$ the band becomes flat and lies below $E_c$. Then $F$ contains genuine binding, which must not be subtracted. The band-filling correction should therefore keep only states with $\varepsilon_{n\mathbf k}>E_c$. In the 12~\AA\ cell with $\Gamma$ alone this changes the corrected energy by 3~meV. The image term must also be dropped from the neutral cell once the electron is localized on the donor, because the two together are then neutral and no longer act as a point charge in a uniform background. The Hartree model also fails in the large-cell limit, because a single localized electron repels itself and $E_H$ is no longer small.

\section{Why eigenvalues can correct a total energy}

The use of eigenvalues can be understood by loading the electron gradually into a charged cell. Let the cell hold $N$ electrons, with a uniform background keeping it neutral. When an occupation changes, the explicit change of the energy is the eigenvalue. The accompanying change of the orbitals contributes nothing to first order, because they are normalized eigenstates. On the shifted $2^3$ mesh all points are equivalent and share one eigenvalue $\varepsilon(N)$, measured from $E_c$. Hence
\begin{align}
E(1)-E(0)&=\int_0^1\varepsilon(N)\,dN\nonumber\\
&=\varepsilon(1)-\int_0^1N\,\frac{d\varepsilon}{dN}\,dN ,
\end{align}
by partial integration. Here $\varepsilon(1)=F$, and the last integral is $E_H$ in the Hartree model. Four-point Gauss--Legendre integration gives 0.7795~eV for the first line, against $F=0.7796$~eV. The correction works because the eigenvalue hardly moves as the electron is added.

In a density-functional calculation $d\varepsilon/dN$ also contains exchange--correlation and the response of the valence electrons. Equation~(\ref{eq:identity}) is then no longer an identity, and the correction relies on this slope being small, which is not guaranteed. In an effective-mass electron gas at the density of the 12~\AA\ cell, the screened exchange energy is $-3e^2k_F/(16\pi^2\varepsilon_0\varepsilon_r)=-89$~meV per electron. A local-density treatment of it would add a third of that magnitude, 30~meV, to $\Delta E-F$, comparable with $R^*$. How much of this a given functional contains is not settled by the Hartree model. The computed eigenvalues should be used in equation~(\ref{eq:F}), since a parabola may be poor for states up to 1~eV above the minimum.

\section{What goes wrong in the defect diagram}

The $(+/0)$ level is the Fermi energy at which the two formation energies are equal. If neither cell is corrected, equation~(\ref{eq:identity}) places it at $E_c+F-E_H$. On the dense mesh of the 12~\AA\ cell this is 0.60~eV above $E_c$, so a hydrogenic donor looks like a resonant one.

Removing $F$ but applying the image correction to $D^+$ alone creates the opposite fault. The energy of $D^+$ rises by $E_{\rm im}$ while that of the neutral cell does not, and the level falls to 0.17~eV below $E_c$. This false binding is five times $R^*$. The image term must be treated alike in both cells when the neutral cell holds a delocalized electron.

The uncorrected energy also enters concentrations. At fixed chemical potentials, $\exp(-\Delta E/k_BT)$ with $\Delta E=0.434$~eV and $T=1200$~K is 0.015. A Boltzmann estimate for the neutral donor would be too small by this factor relative to the reference energy.

Finally, $F$ depends on where $E_c$ is placed. For a point donor in a uniform electron density, an electron's potential energy at the cell corner is 0.096~eV above the cell average. If the corner is taken as undisturbed host, $E_c$ is raised by that amount. When all occupied states lie above the raised $E_c$, as on the shifted $2^3$ and $4^3$ meshes, $F$ is reduced by the same amount. The corrected energy becomes $-0.170+0.096=-0.074$~eV, and adding the full image correction then overshoots to $+0.096$~eV. States that fall below the raised $E_c$ drop out of the correction, so the shift is about 1~meV smaller on the dense mesh, about three quarters as large on the $\Gamma$-centred $2^3$ mesh, and absent with $\Gamma$ alone. The potential of the model donor and its background must be subtracted before the host potential is aligned; otherwise part of the image term is counted twice.
